# Shockley-Read-Hall recombination from the balance of capture and emission

## 1. Definitions and conventions

A semiconductor contains $N_t$ traps per unit volume, all of one kind. Each trap has two charge states: it holds one additional electron (filled) or it does not (empty). The fraction of filled traps is $f$. The free electron and hole densities are $n$ and $p$, and the band edges are $E_c$ and $E_v$. Energies refer to electrons, $k$ is the Boltzmann constant, and $T$ is the lattice temperature.

Four processes change the charge state:

- an empty trap captures an electron from the conduction band;
- a filled trap emits its electron to the conduction band;
- a filled trap captures a hole, so its electron drops into an empty valence state;
- an empty trap emits a hole, so it takes an electron from the valence band.

The capture coefficients $c_n$ and $c_p$ have the unit cm³/s. The emission rates $e_n$ and $e_p$, per trap in the right charge state, have the unit 1/s. The net capture rates per unit volume are

$$R_n=N_t\,[c_n n(1-f)-e_n f],\qquad R_p=N_t\,[c_p p f-e_p(1-f)]. \tag{1}$$

In steady state both equal the recombination rate $U$. Positive $U$ means net loss of electron-hole pairs; negative $U$ means net generation.

Traps are assumed independent and without excited states. Carriers in each band have the lattice temperature. Fields are weak enough to leave the capture and emission processes unchanged.

In equilibrium with Fermi level $E_F$ the occupancy obeys

$$\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}. \tag{2}$$

This defines the effective trap level $E_t$. If the filled and empty states have degeneracies $g_1$ and $g_0$ and the bare level is $E_t^0$, then $E_t=E_t^0-kT\ln(g_1/g_0)$.

## 2. Emission rates from detailed balance

Emission is tied to capture through equilibrium, where each microscopic process is balanced by its own reverse. Take conduction states at energy $E$, with density of states $D(E)$ and occupation $F(E)$. Let $c(E)$ be the capture coefficient from such a state and $e(E)$ the coefficient for emission into it. Emission needs the state to be vacant, so equilibrium requires

$$c(E)F_0(1-f_0)=e(E)(1-F_0)f_0 .$$

For the Fermi function, $F_0/(1-F_0)=e^{(E_F-E)/kT}$. With equation (2),

$$e(E)=c(E)\,e^{(E_F-E)/kT}e^{(E_t-E_F)/kT}=c(E)\,e^{(E_t-E)/kT}. \tag{3}$$

The Fermi level has cancelled. Equation (3) relates two properties of the trap and the band state, so it may be used away from equilibrium under the stated assumptions.

Now let the electrons have a quasi-Fermi level $F_n$, so that $1-F=F\,e^{(E-F_n)/kT}$. The total emission rate is

$$e_n=\int e(E)D(1-F)\,dE=e^{(E_t-F_n)/kT}\int c(E)DF\,dE=c_n n\,e^{(E_t-F_n)/kT}. \tag{4}$$

The last integral is $c_n n$ by the definition of $c_n$. It was not necessary for $c(E)$ to be constant.

For non-degenerate electrons, $n=N_c e^{(F_n-E_c)/kT}$, where $N_c$ is the effective density of states. Then $F_n$ cancels:

$$e_n=c_n n_1,\qquad n_1=N_c e^{-(E_c-E_t)/kT}. \tag{5}$$

In this regime $c_n$ is a thermal average of $c(E)$ and does not depend on $n$.

For holes, let $H=1-F$ be the probability that a valence state is empty, with quasi-Fermi level $F_p$. Then $H/(1-H)=e^{(E-F_p)/kT}$. The equilibrium balance $c_p(E)Hf_0=e_p(E)(1-H)(1-f_0)$ gives $e_p(E)=c_p(E)e^{(E-E_t)/kT}$. Summation over states with $1-H=H e^{(F_p-E)/kT}$ gives

$$e_p=c_p p\,e^{(F_p-E_t)/kT}. \tag{6}$$

For non-degenerate holes, $p=N_v e^{(E_v-F_p)/kT}$, and therefore

$$e_p=c_p p_1,\qquad p_1=N_v e^{-(E_t-E_v)/kT}. \tag{7}$$

The densities $n_1$ and $p_1$ are those that would exist if the Fermi level lay at $E_t$. Their product does not contain the trap level:

$$n_1p_1=N_cN_v e^{-(E_c-E_v)/kT}=n_i^2. \tag{8}$$

## 3. Stationary occupancy

Each captured electron fills a trap and each captured hole empties one. With equations (5) and (7) in (1),

$$\frac{df}{dt}=\frac{R_n-R_p}{N_t}=c_n n(1-f)-c_n n_1 f-c_p p f+c_p p_1(1-f).$$

Collecting the terms with $f$ gives

$$\frac{df}{dt}=c_n n+c_p p_1-\mathcal D f,\qquad \mathcal D=c_n(n+n_1)+c_p(p+p_1). \tag{9}$$

At fixed $n$ and $p$, the occupancy approaches its stationary value exponentially with time constant $1/\mathcal D$. The stationary fractions are

$$f=\frac{c_n n+c_p p_1}{\mathcal D},\qquad 1-f=\frac{c_n n_1+c_p p}{\mathcal D}. \tag{10}$$

The numerator of $f$ contains the two processes that fill a trap, and that of $1-f$ the two that empty it.

## 4. The recombination rate

Insert equation (10) into $R_n=N_tc_n[n(1-f)-n_1f]$:

$$R_n=\frac{N_tc_n}{\mathcal D}\,[c_n n n_1+c_p np-c_n n n_1-c_p n_1p_1].$$

The first and third terms cancel. The hole rate $R_p=N_tc_p[pf-p_1(1-f)]$ becomes

$$R_p=\frac{N_tc_p}{\mathcal D}\,[c_n np+c_p pp_1-c_n n_1p_1-c_p pp_1],$$

where the second and fourth terms cancel. Both expressions give, with equation (8),

$$\boxed{U=\frac{N_tc_nc_p\,(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)}} \tag{11}$$

## 5. Why the rate vanishes, and what mass action leaves open

With both capture coefficients positive, the denominator of (11) is positive. In steady state $U$ therefore has the sign of $np-n_i^2$ and is zero if and only if $np=n_i^2$. At that point $R_n=R_p=0$: electron capture is cancelled by electron emission, and hole capture by hole emission. The individual processes continue.

The words "in steady state" are needed. Suppose $np=n_i^2$ but $f$ is arbitrary. Equation (1) gives

$$R_n=N_tc_n(n+n_1)(f_*-f),\qquad f_*=\frac{n}{n+n_1}.$$

For holes, $R_p=N_tc_p(p+p_1)\left(f-\frac{p_1}{p+p_1}\right)$. Since $p=n_1p_1/n$,

$$\frac{p_1}{p+p_1}=\frac{1}{n_1/n+1}=f_* .$$

The two flows thus have opposite signs whenever $f\neq f_*$. Mass action stops both of them when the trap occupancy is stationary as well.

Conversely, consider a closed system in which $n$, $p$ and $f$ all evolve. At rest it needs $R_n=R_p=0$, that is $n(1-f)=n_1f$ and $pf=p_1(1-f)$. Multiplying these and dividing by $f(1-f)$ gives $np=n_1p_1$. A numerical integration shows the approach to this state. In scaled units it had $c_n=1$, $c_p=3$ and $N_t=0.7$, with emission rates fixed by an equilibrium at $n=1.6$, $p=0.7$, $f=0.45$. From $n=5$, $p=3$, $f=0.1$, the ratio $np/n_i^2$ went from 13.39 to 1.0000000.

## 6. Limits of the formula

**Injection.** Let the equilibrium densities be $n_0$ and $p_0$, and let light add the same excess $\Delta$ to both. Since $n_0p_0=n_i^2$,

$$np-n_i^2=(n_0+\Delta)(p_0+\Delta)-n_0p_0=\Delta(n_0+p_0+\Delta).$$

Define $\tau_p=1/(N_tc_p)$ and $\tau_n=1/(N_tc_n)$. The lifetime $\tau=\Delta/U$ follows from (11):

$$\tau=\tau_p\frac{n_0+n_1+\Delta}{n_0+p_0+\Delta}+\tau_n\frac{p_0+p_1+\Delta}{n_0+p_0+\Delta}. \tag{12}$$

In n-type material with $n_0$ much larger than $n_1$, $p_0$ and $\Delta$, this becomes

$$\tau\simeq\tau_p+\tau_n\frac{p_0+p_1+\Delta}{n_0}.$$

The simpler result $\tau\simeq\tau_p$ requires the second term to be small, which means $c_p(p_0+p_1+\Delta)\ll c_n n_0$. If $c_p\gg c_n$, this is a stronger condition than $\Delta\ll n_0$. Physically, a trap that has captured a hole must be refilled by an electron before it can capture another.

When $\Delta$ exceeds all the other densities by far, both fractions in (12) tend to one and $\tau\to\tau_p+\tau_n$.

**Depletion.** When a field has removed the carriers, $n$ and $p$ are negligible beside $n_1$ and $p_1$ in the capture terms, and

$$U=-N_t\frac{c_nc_pn_1p_1}{c_nn_1+c_pp_1}=-N_t\frac{e_ne_p}{e_n+e_p}. \tag{13}$$

Each trap alternately emits an electron and a hole. One generated pair takes the mean time $1/e_n+1/e_p$, so the slower emission sets the rate.

## 7. Example: n-type silicon with a gold-like acceptor

The parameters are rough typical values at 300 K, where $kT=0.02585$ eV. The gap is 1.12 eV and $E_c-E_t=0.55$ eV. The densities of states are $N_c=2.8\times10^{19}$ and $N_v=1.8\times10^{19}$ cm⁻³. The trap has $c_n=2\times10^{-9}$ and $c_p=10^{-7}$ cm³/s, with $N_t=10^{12}$ and $n_0=10^{15}$ cm⁻³. Equations (5) and (7) give

$$n_1=1.61\times10^{10}\ \text{cm}^{-3},\quad p_1=4.78\times10^{9}\ \text{cm}^{-3},\quad e_n=32\ \text{s}^{-1},\quad e_p=478\ \text{s}^{-1}.$$

**Equilibrium.** Here $p_0=n_i^2/n_0=7.7\times10^4$ cm⁻³ and $1-f=1.6\times10^{-5}$. The gross electron capture rate is

$$N_tc_nn_0(1-f)=10^{12}\times(2\times10^6)\times(1.6\times10^{-5})=3.2\times10^{13}\ \text{cm}^{-3}\text{s}^{-1}.$$

Gross hole capture is only $7.7\times10^9$ cm⁻³s⁻¹. These rates differ by a factor of about 4000, yet $U=0$, because each is cancelled by emission to its own band. If $f$ were suddenly set to 0.5 at the same $n$ and $p$, the net flows would be $R_n=+1.0\times10^{18}$ and $R_p=-2.4\times10^{14}$ cm⁻³s⁻¹, with the opposite signs found in section 5.

**Illumination.** Take $\Delta=10^{13}$ cm⁻³, which is 1% of $n_0$. Then $c_nn=2.02\times10^6$ and $c_pp=1.00\times10^6$ s⁻¹, while the emission terms in $\mathcal D$ are negligible:

$$U\simeq\frac{10^{12}\times(2.02\times10^6)\times(1.00\times10^6)}{3.02\times10^6}=6.7\times10^{17}\ \text{cm}^{-3}\text{s}^{-1}.$$

The lifetime is $10^{13}/(6.7\times10^{17})\ \text{s}=15$ µs, although $\tau_p=10$ µs. Equation (12) accounts for the difference: $\tau_n=500$ µs, and $500\times0.0099\simeq5$ µs is added. The occupancy has fallen from nearly 1 to 0.67, so a third of the traps are waiting for an electron. At an excess of $10^{10}$ cm⁻³ the lifetime does return to 10.0 µs.

At an excess of $10^{17}$ cm⁻³ equation (11) gives 505 µs, near $\tau_n+\tau_p=510$ µs. This is the trap contribution alone. With a rough Auger coefficient $C=3\times10^{-31}$ cm⁶/s, Auger recombination has a rate $Cn^2\simeq3\times10^3$ s⁻¹ there, larger than the single-level trap rate of $2\times10^3$ s⁻¹. The Auger coefficient measured in silicon at $n\simeq p$ is about five times larger still. Real gold also differs: at this excess almost none of its atoms hold the additional electron, and recombination through its donor level can raise the trap rate several times, to the same order as the Auger rate.

**Depleted junction.** From equation (13),

$$U=-10^{12}\times\frac{32.25\times478.3}{32.25+478.3}=-3.0\times10^{13}\ \text{cm}^{-3}\text{s}^{-1}.$$

Take a one-sided junction with peak field 0.02 MV/cm and doping equal to $n_0$. With the permittivity set to $\varepsilon=11.7\,\varepsilon_0$ and peak field $\mathcal E$, Gauss's law gives the width of the depleted layer as $\varepsilon\mathcal E/(qn_0)=1293$ nm. The field falls linearly to zero across it, so the total potential drop is half the peak field times the width, 1.29 V. If the whole layer generates at this rate, the leakage current density is

$$q|U|W=(1.60\times10^{-19})(3.02\times10^{13})(1.293\times10^{-4})=6.3\times10^{-10}\ \text{A/cm}^2,$$

where $q$ is the elementary charge and $W$ the width in cm. Within equation (11) this is an upper estimate: carriers near the layer edges enlarge $\mathcal D$. The reduction is substantial here. On the n-type side, generation stays below half the full rate until $n$ has fallen to $(e_n+e_p)/c_n\simeq2.6\times10^{11}$ cm⁻³. This takes a potential drop of 0.21 V, which occupies about 40% of the layer width. If the other side is p-type silicon doped to $10^{18}$ cm⁻³, holes have the same effect next to the junction, until $p$ has fallen to $(e_n+e_p)/c_p\simeq5.1\times10^9$ cm⁻³. That takes 0.49 V and, because the field is strongest there, about 20% of the width. Averaging equation (11) over the layer then leaves about 0.4 of the leakage above. At the same total potential drop, holes spilling across the junction raise the field right beside it to about 0.06 MV/cm, but this hardly changes the average.

## 8. Where the assumptions matter

**Degenerate carriers.** When band filling matters, equations (4) and (6) remain valid but (5) or (7) does not. Repeating section 4 with $n_1$ and $p_1$ replaced by $e_n/c_n$ and $e_p/c_p$ changes the last factor of the numerator to

$$np-\frac{e_ne_p}{c_nc_p}=np\left[1-e^{-(F_n-F_p)/kT}\right].$$

The steady rate then vanishes when the quasi-Fermi levels coincide. For parabolic bands with the Fermi level $2kT$ above $E_c$, $n=7.9\times10^{19}$ cm⁻³ and equilibrium has $np/n_i^2=0.38$. For these rigid bands equation (11) would wrongly predict generation there. In real silicon at this doping the gap also narrows, by more than the 25 meV needed to offset band filling, so $np$ exceeds the $n_i^2$ of undoped material and the error has the opposite sign. At the example's $n_0$, the departure from mass action is only $1.3\times10^{-5}$.

**Changing illumination.** Equation (11) can follow slowly varying densities if $n$ and $p$ change little during $1/\mathcal D$ and the charge flowing into the traps is small beside the recombined charge. In the example $1/\mathcal D=0.33$ µs against a lifetime of 15 µs. The traps lose about $3.3\times10^{11}$ electrons per cm³ under illumination, 3% of the excess. Including this charge in neutrality changes $U$ by 0.01% if $p$ is held fixed, and by about 2% if $n$ is held fixed instead.

**Field-assisted emission.** A carrier can be lifted part of the way thermally and then tunnel through the remaining triangular barrier. A semiclassical estimate with a rough mass of 0.25 electron masses and a field of 0.02 MV/cm gives about 30% more emission, but this is far too high. It weights all energies alike, although the density of band states is small near the edge, and it leaves emission above the edge unchanged, although the field lowers the average density of band states at the trap just above the edge. For a parabolic band, a uniform field and a capture coefficient independent of energy, states below the edge add only 2.4% and states above it lose 2.1%, so the emission rate is multiplied by $\exp[(q\hbar\mathcal E)^2/(24m(kT)^3)]\simeq1.003$, where $m$ is the carrier mass. In addition, a hole leaving the acceptor is attracted by the negative charge left behind. Along the field that barrier falls by 31 meV, which multiplies the escape rate in this direction by 3.4; averaged over all directions the factor is about 1.7. Even with the factor 3.4 for every hole, generation rises by only 5%, since electron emission is the slower step with the parameters chosen here. For the real gold acceptor the two emission rates are reported to be of the same order, and then this effect is not small: with $e_n=e_p$, the factors 1.7 and 3.4 raise generation by 26% and 55%.

**Temperature and level position.** Compare 400 K with 300 K, holding the gap, trap depth, capture coefficients, $n$ and excess fixed, and letting $N_c$ and $N_v$ grow as $T^{3/2}$. Depleted generation rises by a factor of about 320, whereas $U$ under illumination falls by 6%. The fall comes from hole emission: $p_1=1.8\times10^{19}(4/3)^{3/2}e^{-0.57/0.03447}\simeq1.8\times10^{12}$ cm⁻³ adds $1.8\times10^5$ s⁻¹ to $\mathcal D$. Similarly, raising the effective level by $kT\ln2=18$ meV at 300 K multiplies generation by 1.7 but changes $U$ under illumination by less than 0.01%. These generation factors are for fully depleted material; averaged over the junction of section 7 they become about 1.6 for the level shift and about 470 for 400 K at the same reverse bias. Generation is thus far more sensitive to the trap energy than the lifetime is in this example. It dominates the leakage at 300 K, where hole diffusion from a thick neutral n region adds about 5%, but at 400 K that diffusion current is roughly ten times the generation current.

**The real material.** The level position and the strong preference for hole capture resemble the gold acceptor in silicon. The trap density is low compared with silicon deliberately doped with gold to shorten its lifetime; at fixed $n$ and $p$, $U$ is proportional to $N_t$. Under the illumination used here, rough coefficients put radiative and Auger recombination below $10^{-4}$ of $U$. For the depleted layer at 300 K, an upward level shift of 18 meV adds about 70% to the generation; operation at 400 K matters far more. Gold also has a donor level, which lets a neutral trap capture another hole and so adds a recombination path absent from equation (11). This path starts from neutral traps, which are a third of all traps under this illumination and most of them at strong injection. Its effect, and that of surface traps on leakage, is not estimated here.

## Computed results

```
T = 300 K, kT = 0.02585 eV
gap = 1.12 eV, Ec-Et = 0.55 eV
Nc = 2.8e+19, Nv = 1.8e+19 cm^-3
cn = 2.0e-09, cp = 1.0e-07 cm^3/s
Nt = 1.0e+12, n0 = 1.0e+15 cm^-3
n1 = 1.613e+10, p1 = 4.783e+09 cm^-3
ni = 8.783e+09 cm^-3, ni^2 = 7.714e+19 cm^-6
en = 32.25 1/s, ep = 478.3 1/s
equilibrium: p0 = 7.714e+04 cm^-3, 1-f = 1.613e-05
gross electron capture = 3.225e+13 cm^-3 s^-1
gross hole capture = 7.714e+09 cm^-3 s^-1
np=ni^2, f=0.5: net electron capture 1.000e+18 cm^-3 s^-1
np=ni^2, f=0.5: net hole capture -2.391e+14 cm^-3 s^-1
injection: excess = 1.0e+13 cm^-3, f = 0.6689
cn*n = 2.020e+06 1/s, cp*p = 1.000e+06 1/s
U injection = 6.6876e+17 cm^-3 s^-1
lifetime at this injection = 14.95 us
1/(Nt cp) = 10.00 us, 1/(Nt cn) = 500.0 us
lifetime, excess 1e10 cm^-3 = 10.008 us
lifetime, excess 1e17 cm^-3 = 505.0 us
trap relaxation time, injection = 0.331 us
depleted: f = 0.9368, U = -3.0217e+13 cm^-3 s^-1
field = 0.02 MV/cm, layer width = 1293 nm
potential drop = 1.29 V, leakage = 6.26e-10 A/cm^2
closed system np/ni^2: start 13.39, end 1.0000000
Fermi statistics: 1 - np/ni^2 at n0 = 1.26e-05
Fermi level 2 kT above Ec: n = 7.91e+19 cm^-3
  equilibrium np/ni^2 there = 0.382
  en/(cn n1) there = 0.382
trapped charge changes U by 0.0109 %
rough B = 5e-15 cm^3/s, Auger C = 3e-31 cm^6/s
radiative/U = 7.55e-05, Auger/U = 4.58e-06
tunnelling mass = 0.25 electron masses
tunnelling gain: en 29.6 %, ep 29.6 %
  depleted generation changes by 29.6 %
Coulomb lowering for holes = 31.4 meV
  ep factor = 3.37
  depleted generation changes by 4.6 %
level raised by kT ln2 = 17.9 meV:
  generation factor 1.681, U factor 1.00007
400 K: generation factor 317.8, U factor 0.940
```
